# Primary Current Distribution and Rim Singularity of a Flush Disk Electrode: a program that tests the result

```python
"""Primary current distribution on a disk flush in an insulating plane.

Result under test: i(r) = 2*kappa*V/(pi*sqrt(a^2-r^2)), I = 4*kappa*a*V,
so i diverges as the inverse square root of the distance to the rim.
a: disk radius (cm); kappa: conductivity (S/cm); V: potential of the
solution at the disk relative to infinity (V); i: current density (A/cm^2).
xi, eta: oblate spheroidal coordinates, r = a*sqrt((1+xi^2)(1-eta^2)),
z = a*xi*eta. Linear kinetics: V = phi + R_ct*i, V then the total drive.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipe, ellipkm1

a, kappa, V, R_ct = 0.25, 0.1, 0.1, 0.25


def spheroidal(x, y):
    """xi and eta at r = a*x, z = a*y, free of cancellation."""
    s = x * x + y * y - 1.0
    big = np.sqrt((abs(s) + np.hypot(s, 2.0 * y)) / 2.0)
    small = y / big
    return (big, small) if s >= 0 else (small, big)


def potential(x, y):
    """Derived potential divided by V."""
    return 1.0 - 2.0 / np.pi * np.arctan(spheroidal(x, y)[0])


def spurious(x, y):
    """Homogeneous solution of infinite dissipation."""
    xi, eta = spheroidal(x, y)
    return xi / (xi**2 + eta**2)


def density(r):
    return 2 * kappa * V / (np.pi * np.sqrt(a * a - r * r))


def slope_z(f, x, h=1e-4):
    return (-3 * f(x, 0.0) + 4 * f(x, h) - f(x, 2 * h)) / (2 * h)


# Laplace equation and boundary conditions, by finite differences
h = 1e-3
for f in (potential, spurious):
    for x, y in ((0.5, 0.6), (1.3, 0.4), (0.9, 1.5), (2.0, 1.0)):
        f0 = f(x, y)
        frr = (f(x + h, y) - 2 * f0 + f(x - h, y)) / h**2
        fzz = (f(x, y + h) - 2 * f0 + f(x, y - h)) / h**2
        fr = (f(x + h, y) - f(x - h, y)) / (2 * h)
        assert abs(frr + fr / x + fzz) < 1e-4 * (abs(frr) + abs(fzz))
    for x in (1.3, 2.0, 4.0):
        assert abs(slope_z(f, x)) < 1e-6
    assert abs(f(1e4, 1e4)) < 1e-3
for x in (0.0, 0.4, 0.8):
    assert abs(potential(x, 0.0) - 1.0) < 1e-12
    assert abs(spurious(x, 0.0)) < 1e-12
    i_fd = -kappa * V / a * slope_z(potential, x)
    assert abs(i_fd / density(a * x) - 1) < 1e-5
    assert abs(slope_z(spurious, x) * (1 - x * x)**1.5 - 1) < 1e-4

# Local form of the potential near the rim
for alpha in (0.5, 1.5, 2.5):
    rho = 1e-4
    drop = 1 - potential(1 + rho * np.cos(alpha), rho * np.sin(alpha))
    local = 2 / np.pi * np.sqrt(2 * rho) * np.cos(alpha / 2)
    assert abs(drop / local - 1) < 1e-3


# Potential rebuilt from the disk density by a surface integral
def surface_potential(x, y):
    def integrand(t):
        s = np.sin(t)
        far2 = (x + s)**2 + y * y
        near2 = (x - s)**2 + y * y
        i_s_ds = density(a * s) * a * s * a * np.cos(t)
        kernel = 4 * ellipkm1(near2 / far2) / (a * np.sqrt(far2))
        return i_s_ds * kernel / (2 * np.pi * kappa)
    if y == 0 and x < 1:
        t0 = np.arcsin(x)
        return (quad(integrand, 0, t0, limit=200)[0]
                + quad(integrand, t0, np.pi / 2, limit=200)[0])
    return quad(integrand, 0, np.pi / 2, limit=200)[0]


for x, y in ((0.3, 0.0), (0.8, 0.0), (0.5, 0.5), (1.5, 0.3), (2.0, 2.0)):
    assert abs(surface_potential(x, y) / V - potential(x, y)) < 1e-6


# Total current through a distant hemisphere
def hemisphere_flux(t, R=3.0, d=1e-4):
    s, c = np.sin(t), np.cos(t)
    dphi = (potential((R + d) * s, (R + d) * c)
            - potential((R - d) * s, (R - d) * c)) / (2 * d)
    return -kappa * V * a * dphi * 2 * np.pi * R * R * s


I_formula = 4 * kappa * a * V
I_hemisphere = quad(hemisphere_flux, 0, np.pi / 2)[0]
assert abs(I_hemisphere / I_formula - 1) < 1e-6


# Boundary-element solution: unknown constant density on each ring panel
def disk_integral(b, r):
    """Integral of 1/distance over a disk of radius b, seen in its plane."""
    q = np.minimum(b, r) / np.maximum(b, r)
    p = (1 - q) * (1 + q)
    E = ellipe(q * q)
    return np.where(r < b, 4 * b * E, 4 * r * (E - p * ellipkm1(p)))


def solve_rings(n, resistance):
    edges = a * (1 - (np.arange(n, -1, -1) / n)**3)
    mid = (edges[1:] + edges[:-1]) / 2
    D = disk_integral(edges[None, :], mid[:, None])
    A = np.diff(D, axis=1) / (2 * np.pi * kappa)
    i = np.linalg.solve(A + resistance * np.eye(n), np.full(n, V))
    return edges, mid, i, i * np.pi * np.diff(edges**2)


# The closed disk integral is itself checked by quadrature over angle
for b, r in ((1.0, 0.6), (1.0, 1.7)):
    if r < b:
        ref = quad(lambda t: -r * np.cos(t)
                   + np.sqrt(b * b - (r * np.sin(t))**2), 0, 2 * np.pi)[0]
    else:
        # chord lengths, with r*sin(t) = b*sin(u)
        ref = quad(lambda u: 2 * (b * np.cos(u))**2
                   / np.sqrt(r * r - (b * np.sin(u))**2),
                   -np.pi / 2, np.pi / 2)[0]
    assert abs(ref / disk_integral(b, r) - 1) < 1e-8

edges, mid, i_num, I_ring = solve_rings(400, 0.0)
I_num = I_ring.sum()
assert abs(I_num / I_formula - 1) < 2e-3
delta = 1 - mid / a
inner = delta > 1e-4
profile_error = np.max(np.abs(i_num[inner] / density(mid[inner]) - 1))
assert profile_error < 0.02
window = (delta > 1e-4) & (delta < 1e-2)
exponent = np.polyfit(np.log(delta[window]), np.log(i_num[window]), 1)[0]
assert abs(exponent + 0.5) < 0.01
outside_num = 1 - np.concatenate(([0.0], np.cumsum(I_ring))) / I_num
outside_formula = np.sqrt(np.maximum(0, 1 - (edges / a)**2))
assert np.max(np.abs(outside_num - outside_formula)) < 3e-3
r_half = np.interp(0.5, outside_num[::-1], edges[::-1]) / a
assert abs(r_half - np.sqrt(3) / 2) < 3e-3

# Refinement: primary rim value grows, kinetic rim value settles
i_coarse = solve_rings(200, 0.0)[2]
growth = i_num[-1] / i_coarse[-1]
assert growth > 2.5
k_coarse = solve_rings(200, R_ct)[2]
k_fine = solve_rings(400, R_ct)[2]
assert abs(k_fine[-1] / k_coarse[-1] - 1) < 2e-3
assert np.all(k_fine > 0) and np.all(k_fine < V / R_ct)

i_avg = I_formula / (np.pi * a * a)
print(f"disk radius a = {a:.2f} cm")
print(f"conductivity kappa = {kappa:.2f} S/cm")
print(f"potential V = {V:.2f} V")
print(f"resistance 1/(4 kappa a) = {1 / (4 * kappa * a):.3f} ohm")
print(f"resistance, boundary elements = {V / I_num:.3f} ohm")
print(f"total current, formula = {1e3 * I_formula:.3f} mA")
print(f"total current, hemisphere flux = {1e3 * I_hemisphere:.3f} mA")
print(f"total current, boundary elements = {1e3 * I_num:.3f} mA")
print(f"average density = {1e3 * i_avg:.2f} mA/cm^2")
print("r/a | i formula | i boundary elements (mA/cm^2) | i/i_avg")
for x in (0.0, 0.5, 0.9, 0.99, 0.999):
    i_f = density(a * x)
    i_b = np.exp(np.interp(a * x, mid, np.log(i_num)))
    print(f"{x:.3f} | {1e3*i_f:.2f} | {1e3*i_b:.2f} | {i_f/i_avg:.3f}")
print(f"largest profile error, a-r > 1e-4 a = {100*profile_error:.2f} %")
print(f"fitted rim exponent, boundary elements = {exponent:.4f}")
print(f"half-current radius, boundary elements = {r_half:.4f} a")
print(f"half-current radius, formula = {np.sqrt(3) / 2:.4f} a")
f_out = np.sqrt(1 - 0.99**2)
f_out_num = np.interp(0.99 * a, edges, outside_num)
print(f"current outside r = 0.99 a, formula = {100*f_out:.2f} %")
print(f"same, boundary elements = {100*f_out_num:.2f} %")
print(f"area outside r = 0.99 a = {100*(1-0.99**2):.2f} %")
for d in (0.1, 0.01, 0.001):
    rim = kappa * V / np.pi * np.sqrt(2 / (a * a * d))
    err = 100 * (rim / density(a * (1 - d)) - 1)
    print(f"rim law at a-r = {d:.3f} a: {1e3*rim:.2f} mA/cm^2,"
          f" error {err:.3f} %")
print(f"primary outer-panel density ratio, 400/200 panels = {growth:.3f}")
print(f"charge-transfer resistance R_ct = {R_ct:.2f} ohm cm^2")
print(f"a/(kappa R_ct) = {a / (kappa * R_ct):.2f} (no unit)")
print(f"kinetic centre density = {1e3 * k_fine[0]:.2f} mA/cm^2")
print(f"kinetic rim density, 200 panels = {1e3*k_coarse[-1]:.2f} mA/cm^2")
print(f"kinetic rim density, 400 panels = {1e3*k_fine[-1]:.2f} mA/cm^2")
print(f"kinetic upper bound V/R_ct = {1e3 * V / R_ct:.2f} mA/cm^2")
print("all tests passed")
```

Printed output:

```
disk radius a = 0.25 cm
conductivity kappa = 0.10 S/cm
potential V = 0.10 V
resistance 1/(4 kappa a) = 10.000 ohm
resistance, boundary elements = 10.000 ohm
total current, formula = 10.000 mA
total current, hemisphere flux = 10.000 mA
total current, boundary elements = 10.000 mA
average density = 50.93 mA/cm^2
r/a | i formula | i boundary elements (mA/cm^2) | i/i_avg
0.000 | 25.46 | 25.46 | 0.500
0.500 | 29.40 | 29.40 | 0.577
0.900 | 58.42 | 58.42 | 1.147
0.990 | 180.52 | 180.53 | 3.544
0.999 | 569.55 | 569.83 | 11.183
largest profile error, a-r > 1e-4 a = 0.06 %
fitted rim exponent, boundary elements = -0.4996
half-current radius, boundary elements = 0.8660 a
half-current radius, formula = 0.8660 a
current outside r = 0.99 a, formula = 14.11 %
same, boundary elements = 14.11 %
area outside r = 0.99 a = 1.99 %
rim law at a-r = 0.100 a: 56.94 mA/cm^2, error -2.532 %
rim law at a-r = 0.010 a: 180.06 mA/cm^2, error -0.250 %
rim law at a-r = 0.001 a: 569.41 mA/cm^2, error -0.025 %
primary outer-panel density ratio, 400/200 panels = 2.828
charge-transfer resistance R_ct = 0.25 ohm cm^2
a/(kappa R_ct) = 10.00 (no unit)
kinetic centre density = 27.22 mA/cm^2
kinetic rim density, 200 panels = 99.14 mA/cm^2
kinetic rim density, 400 panels = 99.14 mA/cm^2
kinetic upper bound V/R_ct = 400.00 mA/cm^2
all tests passed
```
